# Fock-Schwinger gauge, its line integral, and the multipole coupling

A charge bound near the origin responds to the electric and magnetic fields there, yet its Lagrangian contains potentials. This problem builds potentials directly from the fields and uses them to obtain the multipole coupling.

Gaussian units are used, with metric $(+,-,-,-)$, $x^\mu=(ct,\mathbf r)$ and $A^\mu=(\phi,\mathbf A)$, so that $A_0=\phi$ and $A_i=-A^i$. The field strength is $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$. From $\mathbf E=-\nabla\phi-\partial_t\mathbf A/c$ and $\mathbf B=\nabla\times\mathbf A$ it follows that $F_{0i}=E_i$ and $F_{ij}=-\epsilon_{ijk}B_k$. The fields are prescribed and smooth, and they obey the homogeneous Maxwell equations in a region that is star-shaped about the origin: with each point $x$ it contains the segment $\lambda x$, $0\le\lambda\le1$.

The condition "$x\cdot A=0$" has two readings, the covariant $x^\mu A_\mu=0$ and the spatial $\mathbf r\cdot\mathbf A=0$. They are different gauges, and both are needed here.

## (a) Can the covariant condition be reached, and is it unique?

Start from any smooth $A_\mu$. Find a gauge function that leads to $x^\mu A_\mu=0$, and determine the remaining freedom.

**Solution.** Write $A'_\mu=A_\mu-\partial_\mu\Lambda$. The condition $x^\mu A'_\mu=0$ requires $x^\mu\partial_\mu\Lambda=x^\mu A_\mu$. Along a ray this reads

$$\frac{d}{d\lambda}\Lambda(\lambda x)=x^\mu(\partial_\mu\Lambda)(\lambda x)=x^\mu A_\mu(\lambda x).$$

Integrating from 0 to 1 with $\Lambda(0)=0$ gives

$$\Lambda(x)=\int_0^1 d\lambda\,x^\mu A_\mu(\lambda x).$$

A further transformation by $\chi$ preserves the condition if $x^\mu\partial_\mu\chi=0$. Then $\chi(\lambda x)$ does not depend on $\lambda$, and continuity at the origin gives $\chi(x)=\chi(0)$. A constant does not change $A_\mu$, so the potential regular at the origin is unique.

## (b) Express the potential through the field strength

Use the gauge condition to find $A_\mu$ in terms of $F_{\mu\nu}$. Then check that the expression really has $F_{\mu\nu}$ as its curl.

**Solution.** Differentiating $x^\nu A_\nu=0$ gives $A_\mu+x^\nu\partial_\mu A_\nu=0$. Therefore

$$x^\nu F_{\nu\mu}=x^\nu\partial_\nu A_\mu-x^\nu\partial_\mu A_\nu=(1+x^\nu\partial_\nu)A_\mu .$$

Evaluate this at $\lambda x$. The right side becomes $A_\mu(\lambda x)+\lambda\,dA_\mu(\lambda x)/d\lambda$, so

$$\frac{d}{d\lambda}\big[\lambda A_\mu(\lambda x)\big]=\lambda x^\nu F_{\nu\mu}(\lambda x).$$

The bracket vanishes at $\lambda=0$ because $A$ is regular. Integration yields

$$\boxed{A_\mu(x)=\int_0^1 d\lambda\,\lambda\,x^\nu F_{\nu\mu}(\lambda x)}$$

The gauge condition holds because $x^\mu x^\nu F_{\nu\mu}=0$ by antisymmetry. For the curl, a derivative acts on the explicit $x^\rho$ and on the argument:

$$\partial_\mu A_\nu=\int_0^1d\lambda\,\big[\lambda F_{\mu\nu}+\lambda^2x^\rho\partial_\mu F_{\rho\nu}\big](\lambda x).$$

Subtract the same expression with $\mu$ and $\nu$ exchanged. The first terms add to $2\lambda F_{\mu\nu}$. The Bianchi identity $\partial_\mu F_{\rho\nu}+\partial_\rho F_{\nu\mu}+\partial_\nu F_{\mu\rho}=0$ gives $\partial_\mu F_{\rho\nu}-\partial_\nu F_{\rho\mu}=\partial_\rho F_{\mu\nu}$. Hence

$$\partial_\mu A_\nu-\partial_\nu A_\mu=\int_0^1d\lambda\,\frac{d}{d\lambda}\big[\lambda^2F_{\mu\nu}(\lambda x)\big]=F_{\mu\nu}(x).$$

The Bianchi identity is essential. The field $\mathbf B=\mathbf r$ has magnetic charge density, since $\nabla\cdot\mathbf B=3$. There the integrand is proportional to $\mathbf r\times\mathbf r=0$, and the resulting zero potential does not reproduce $\mathbf B$.

## (c) Expand about the origin and translate to three-vectors

Find the series in derivatives of $F$ at the origin. Write the potentials in terms of $\mathbf E$ and $\mathbf B$, and specialize to constant fields.

**Solution.** Where the Taylor series of $F$ about the origin converges to $F$ along the segment,

$$F_{\nu\mu}(\lambda x)=\sum_{n=0}^\infty\frac{\lambda^n}{n!}\,(x\cdot\partial)^nF_{\nu\mu}(0),$$

where $x$ is held fixed under the derivatives. Since $\int_0^1\lambda^{n+1}d\lambda=1/(n+2)$,

$$\boxed{A_\mu(x)=\sum_{n=0}^\infty\frac{1}{n!\,(n+2)}\,x^\nu(x\cdot\partial)^nF_{\nu\mu}(0)}$$

The first coefficients are $1/2$, $1/3$ and $1/8$.

For $\mu=0$, $F_{i0}=-E_i$. For $\mu=i$, the sum is $ctF_{0i}+x^jF_{ji}=ctE_i+(\mathbf r\times\mathbf B)_i$, because $-\epsilon_{jik}x^jB_k=\epsilon_{ijk}x^jB_k$. Raising the index changes the sign:

$$\phi=-\int_0^1d\lambda\,\lambda\,\mathbf r\cdot\mathbf E(\lambda t,\lambda\mathbf r),$$

$$\mathbf A=-\int_0^1d\lambda\,\lambda\,\big[ct\,\mathbf E+\mathbf r\times\mathbf B\big](\lambda t,\lambda\mathbf r).$$

For constant fields,

$$\phi=-\tfrac12\mathbf r\cdot\mathbf E,\qquad \mathbf A=-\tfrac12ct\,\mathbf E-\tfrac12\mathbf r\times\mathbf B .$$

The scalar potential supplies half of the electric field and $-\partial_t\mathbf A/c$ the other half.

## (d) Where is the other half of the dipole coupling?

Insert the constant-field potentials into the interaction Lagrangian of a charge $q$ with velocity $\mathbf v$, and identify the coupling.

**Solution.** The interaction is

$$L_{\rm int}=-\frac qcA_\mu\frac{dx^\mu}{dt}=-q\phi+\frac qc\,\mathbf v\cdot\mathbf A .$$

Its electric part is $\tfrac q2\mathbf r\cdot\mathbf E-\tfrac q2t\,\mathbf v\cdot\mathbf E$. Because $\frac{d}{dt}(t\,\mathbf r\cdot\mathbf E)=\mathbf r\cdot\mathbf E+t\,\mathbf v\cdot\mathbf E$, this equals

$$q\,\mathbf r\cdot\mathbf E-\frac{d}{dt}\Big(\frac q2\,t\,\mathbf r\cdot\mathbf E\Big).$$

The total derivative does not affect the equations of motion, and the full dipole coupling remains. For the magnetic part, $\mathbf v\cdot(\mathbf r\times\mathbf B)=-(\mathbf r\times\mathbf v)\cdot\mathbf B$, so it is $\frac{q}{2c}(\mathbf r\times\mathbf v)\cdot\mathbf B$.

For varying fields the covariant gauge samples all times $\lambda t$ between 0 and $t$, and its expansion is in powers of $t$ as well as $\mathbf r$. For a plane wave the series runs in powers of the phase $\mathbf k\cdot\mathbf r-\omega t$. Near the spatial origin, where $kr\ll1$, a few terms therefore suffice only while $\omega|t|$ is small. A bound charge stays near the spatial origin, not near $t=0$, which calls for an expansion in $\mathbf r$ alone.

## (e) Pass to the spatial gauge

Transform to $\mathbf r\cdot\mathbf A=0$ at each time. Find the potentials and the change of the Lagrangian.

**Solution.** Assume that the region also contains the fixed-time segments $(t,\lambda\mathbf r)$, $0\le\lambda\le1$, which does not follow from its being star-shaped in spacetime. The argument of part (a), applied at fixed $t$, then gives

$$\Lambda_3(t,\mathbf r)=\int_0^1d\lambda\,x^iA_i(t,\lambda\mathbf r).$$

In the new gauge, $\partial_i(\mathbf r\cdot\mathbf A)=0$ implies $x^j\partial_iA^j=-A^i$. Therefore

$$[\mathbf r\times(\nabla\times\mathbf A)]_i=x^j\partial_iA^j-x^j\partial_jA^i=-(1+\mathbf r\cdot\nabla)A^i .$$

Scaling $\mathbf r$ by $\lambda$ and integrating as in part (b) gives

$$\boxed{\mathbf A(t,\mathbf r)=-\int_0^1d\lambda\,\lambda\,\mathbf r\times\mathbf B(t,\lambda\mathbf r)}$$

For the scalar potential, project $\mathbf E$ on $\mathbf r$. Since $\mathbf r\cdot\partial_t\mathbf A=0$, one has $\mathbf r\cdot\mathbf E=-\mathbf r\cdot\nabla\phi$. Thus $d\phi(t,\lambda\mathbf r)/d\lambda=-\mathbf r\cdot\mathbf E(t,\lambda\mathbf r)$.

The integration constant is $\phi(t,0)$. In the covariant gauge the condition at $\mathbf r=0$ is $ct\,\phi(t,0)=0$, so $\phi(t,0)=0$, by continuity also at $t=0$. The transformation keeps this value because $\Lambda_3(t,0)=0$ at all times. Hence

$$\boxed{\phi(t,\mathbf r)=-\int_0^1d\lambda\,\mathbf r\cdot\mathbf E(t,\lambda\mathbf r)}$$

The weight is now 1, not $\lambda$, and a constant field gives the full $-\mathbf r\cdot\mathbf E$.

Under $A_\mu\to A_\mu-\partial_\mu\Lambda_3$ the Lagrangian changes by $\frac qc\,\partial_\mu\Lambda_3\,\frac{dx^\mu}{dt}=\frac qc\frac{d\Lambda_3}{dt}$. The action changes by a boundary term. Take $q=c=1$, the path $\mathbf r(t)=(0.8\cos t,\,0.5\sin2t,\,0.3t)$ for $0.3\le t\le2.1$, and two plane waves with Coulomb potential $\mathbf A=\sum\mathbf a\cos(\mathbf k\cdot\mathbf r-|\mathbf k|t+\delta)$. The first has $\mathbf k=(0.9,0.2,0)$, $\mathbf a=(-0.2,0.9,0.5)$, $\delta=0.4$, and the second has $\mathbf k=(0,-0.5,0.7)$, $\mathbf a=(0.6,0.7,0.5)$, $\delta=1.1$. Then the interaction action is $-0.899473$ in Coulomb gauge, $-0.178402$ in covariant Fock-Schwinger gauge and $-0.073979$ in the spatial gauge. The values differ, as they may, and tests confirmed that each difference equals the change of the corresponding gauge function (times $q/c=1$) from the start to the end of the path.

## (f) Recover the multipole coupling

Expand the interaction of several charges $q_a$ in the spatial gauge. Keep the order beyond the electric quadrupole and magnetic dipole as well.

**Solution.** The integrals $\int_0^1\lambda^nd\lambda=1/(n+1)$ and $\int_0^1\lambda^{n+1}d\lambda=1/(n+2)$ give

$$\begin{aligned}L_{\rm int}=\sum_aq_a\sum_{n=0}^\infty\Big[&\frac{(\mathbf r_a\cdot\nabla)^n}{(n+1)!}\,\mathbf r_a\cdot\mathbf E\\&+\frac{(\mathbf r_a\cdot\nabla)^n}{n!\,(n+2)\,c}\,(\mathbf r_a\times\mathbf v_a)\cdot\mathbf B\Big]_{\mathbf r=0}.\end{aligned}$$

The derivatives act on the fields, which are then evaluated at $(t,0)$. Define

$$\mathbf d=\sum_aq_a\mathbf r_a,\qquad Q_{ij}=\frac12\sum_aq_ax_{a,i}x_{a,j},$$

$$\mathbf m=\frac1{2c}\sum_aq_a\,\mathbf r_a\times\mathbf v_a .$$

The leading terms are

$$\boxed{L_{\rm int}=\mathbf d\cdot\mathbf E+Q_{ij}\,\partial_jE_i+\mathbf m\cdot\mathbf B+\cdots}$$

The next terms are the electric octupole, with coefficient $1/6$, and the magnetic quadrupole, with coefficient $1/3$:

$$\sum_aq_a\Big[\tfrac16(\mathbf r_a\cdot\nabla)^2\,\mathbf r_a\cdot\mathbf E+\tfrac1{3c}(\mathbf r_a\cdot\nabla)(\mathbf r_a\times\mathbf v_a)\cdot\mathbf B\Big]_{\mathbf r=0}.$$

If the system has size $s$ and its velocities scale with $s$ at fixed frequency, $\mathbf d$ is of order $s$, while $Q_{ij}$ and $\mathbf m$ are both of order $s^2$. They belong together. The error of the boxed truncation is then of order $s^3$, and halving $s$ should reduce it by 8; the computed factor for three moving charges is 7.963. With the next terms included the expected factor is 16, and the computed one is 16.015.

The expansion is useful when the fields vary little across the charges. If the total charge is nonzero, $\mathbf d$ depends on the chosen origin. Where $\nabla\cdot\mathbf E=0$, the trace of $Q_{ij}$ drops out.

## (g) What is the Hamiltonian in a uniform magnetic field?

Find the magnetic terms for one charge of mass $m$, and relate the canonical and kinetic magnetic moments.

**Solution.** The canonical momentum is $\mathbf p=m\mathbf v+q\mathbf A/c$, and the Hamiltonian contains $(\mathbf p-q\mathbf A/c)^2/2m$. For uniform $\mathbf B$, $\mathbf A=-\frac12\mathbf r\times\mathbf B$ has zero divergence, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$. The linear term is

$$-\frac q{mc}\mathbf A\cdot\mathbf p=\frac q{2mc}(\mathbf r\times\mathbf B)\cdot\mathbf p=-\frac q{2mc}\mathbf L\cdot\mathbf B,\quad \mathbf L=\mathbf r\times\mathbf p .$$

The quadratic term is $q^2A^2/2mc^2$. Together,

$$H_B=-\frac q{2mc}\mathbf L\cdot\mathbf B+\frac{q^2}{8mc^2}(\mathbf r\times\mathbf B)^2 .$$

The moment in $L_{\rm int}$ contains the velocity. Substituting $m\mathbf v=\mathbf p-q\mathbf A/c$ gives

$$\mathbf m=\frac q{2mc}\mathbf L+\frac{q^2}{4mc^2}\,\mathbf r\times(\mathbf r\times\mathbf B).$$

The canonical moment $q\mathbf L/2mc$ therefore equals the kinetic one only to zeroth order in $\mathbf B$. All of this holds for prescribed fields; a quantized field requires separate treatment of its conjugate momentum and of the polarization self-energy.

## (h) Compare transition amplitudes with Coulomb gauge

An electron, $q=-e$, moves in a two-dimensional harmonic well with frequencies $\omega_x,\omega_y$. A wave travels along $x$ with electric field $\hat{\mathbf y}E_0e^{i(kx-\omega t)}$ plus its complex conjugate, where $\omega=ck$. When do the first-order absorption amplitudes in the two gauges agree? Evaluate them for $(0,0)\to(0,1)$ and $(0,0)\to(1,1)$, where the labels are $(n_x,n_y)$.

**Solution.** The linear coupling is $V=q\phi-\frac q{2mc}(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)$. A gauge change gives $\phi'=\phi-\partial_t\Lambda/c$ and $\mathbf A'=\mathbf A+\nabla\Lambda$. With $H_0=p^2/2m+U(\mathbf r)$,

$$\frac1{2m}(\mathbf p\cdot\nabla\Lambda+\nabla\Lambda\cdot\mathbf p)=\frac i\hbar[H_0,\Lambda].$$

For the part of $\Lambda$ proportional to $e^{-i\omega t}$, the amplitudes therefore differ by

$$V'_{fi}-V_{fi}=-\frac{iq}{\hbar c}(E_f-E_i-\hbar\omega)\Lambda_{fi}.$$

They agree at resonance. The argument does not use $\omega=ck$, so it was also tested numerically with $k$ chosen independently of $\omega$, such that $k$ times the well size is of order one.

**Matrix elements.** Let $X=\langle1|x|0\rangle=\sqrt{\hbar/2m\omega_x}$ and $Y=\langle1|y|0\rangle=\sqrt{\hbar/2m\omega_y}$. The relation $\mathbf p=\frac{im}\hbar[H_0,\mathbf r]$ gives $\langle1|p_y|0\rangle=im\omega_yY$ and $\langle1|p_x|0\rangle=im\omega_xX$. The ground-state density along $x$ is Gaussian with variance $X^2$, so $\langle0|e^{ikx}|0\rangle=e^{-k^2X^2/2}$. Since $\psi_1=(x/X)\psi_0$, differentiation with respect to $k$ yields $\langle1|e^{ikx}|0\rangle=ikXe^{-k^2X^2/2}$.

In Coulomb gauge $A_y=(cE_0/i\omega)e^{ikx}$ and $V=-(q/mc)A_yp_y$. The common factor is $-\frac{q}{m}\frac{E_0}{i\omega}\,im\omega_yY=eE_0Y\omega_y/\omega$.

**Dipole transition.** The Coulomb amplitude is $eE_0Y(\omega_y/\omega)e^{-k^2X^2/2}$. The leading spatial-gauge amplitude, from $-\mathbf d\cdot\mathbf E$, is $eE_0Y$ at any $\omega$.

Take $\hbar\omega_x=1$ eV, $\hbar\omega_y=3$ eV and $E_0=1000$ statV/cm, or $2.997925\times10^{-3}$ V/Å. With $\hbar c=1973.2698$ eV Å and $mc^2=510998.95$ eV,

$$X=\frac{\hbar c}{\sqrt{2mc^2\hbar\omega_x}}=1.95192\ \text{Å},\qquad Y=\frac X{\sqrt3}=1.12694\ \text{Å}.$$

At resonance, 3 eV, $eE_0Y=3.37848$ meV, while the full Coulomb amplitude is $3.37847$ meV. At 2 eV the ratio of Coulomb to spatial-gauge amplitude is $\omega_y/\omega=3/2$, up to a retardation correction of order $(kX)^2$; the computed value is 1.50000. This does not violate gauge invariance: while the field is on, the same unperturbed wavefunction denotes different physical states in the two gauges.

**Second transition.** Here $\omega=\omega_x+\omega_y$, and the dipole element vanishes because $\langle1|0\rangle=0$ along $x$. The quadrupole coupling $-\frac q2xy\,\partial_xE_y$ gives

$$V_{E2}=\frac i2eE_0kXY .$$

For the magnetic dipole, $B_z=E_0$ at the origin and $\langle L_z\rangle_{fi}=im(\omega_y-\omega_x)XY$, so

$$V_{M1}=\frac{ie}{2c}E_0(\omega_y-\omega_x)XY=V_{E2}\,\frac{\omega_y-\omega_x}{\omega_y+\omega_x}.$$

Their sum is

$$V_{E2}+V_{M1}=ieE_0kXY\,\frac{\omega_y}{\omega},$$

which is the Coulomb amplitude without its factor $e^{-k^2X^2/2}$. For the 4 eV photon, $k=4/1973.2698=2.027092\times10^{-3}$ Å$^{-1}$. Dividing out the factor $i$,

$$V_{E2}/i=6.68385\ \mu\text{eV},\qquad V_{M1}/i=3.34192\ \mu\text{eV}.$$

The ratio is $(3-1)/(3+1)=1/2$, and the sum is $10.02577\ \mu$eV. The quadrupole alone would miss one third of it. Both full calculations give $10.02569\ \mu$eV. The relative difference from the leading sum, $-7.83\times10^{-6}$, is $-(kX)^2/2$ with $kX=3.956717\times10^{-3}$.

Two limits show the roles of the terms. For $\omega_x=\omega_y$ the magnetic term vanishes and the quadrupole carries the whole amplitude. For $\omega_x\gg\omega_y$ the magnetic term nearly cancels the quadrupole.

## (i) What happens to a flux tube away from the origin?

Let a static field along $z$ be $B=\exp\{-[(x-x_0)^2+y^2]/2\sigma^2\}$, in dimensionless units with $x_0=2$ and $\sigma=0.2$. Find $\mathbf A$ behind the tube, and decide whether the field outside the tube suffices to determine it.

**Solution.** For a static magnetic field both gauges give the same $\mathbf A$. With $s=\lambda\rho$, its azimuthal component at distance $\rho$ and angle $\theta$ is

$$A_\theta(\rho,\theta)=\frac1\rho\int_0^\rho ds\,s\,B(s,\theta).$$

On the positive $x$ axis beyond the tube the integral is close to $x_0\sigma\sqrt{2\pi}$, so $A_y$ falls as $1/\rho$ although $B$ is negligible there. At $x=4$, $A_y=0.250663$; at $x=-4$ its magnitude is $1.9\times10^{-26}$. The tube casts a radial shadow of potential, whose direction depends on the choice of origin.

The shadow has no local magnetic effect. A loop of radius 0.8 centred at $x=4$ has circulation $1.5\times10^{-10}$ in magnitude. This is the small flux of the Gaussian tail through the loop, whose nearest point lies $6\sigma$ from the tube axis, where $B=e^{-18}\approx1.5\times10^{-8}$. A loop of radius 1.2 around the tube has circulation $0.251327$, equal to the flux $2\pi\sigma^2$. The closeness of this number to $A_y$ at $x=4$ is an accident of the chosen lengths.

Now idealize the tube as having no field outside a finite radius, and remove its interior from the region. The outside field is zero, and inserting it alone in the line integral would give $\mathbf A=0$ and no circulation. The enclosed flux requires a nonzero circulation. The formula fails because rays behind the tube cross the removed part: the region is no longer star-shaped. The flux must then be supplied as separate information, since the local field strength outside does not contain it.

## Values computed for the example and the checks

```
GAUGE AND EXPANSION TESTS (dimensionless)
action, Coulomb gauge: -0.899473
action, covariant Fock-Schwinger gauge: -0.178402
action, spatial gauge: -0.073979
phi covariant / phi spatial near origin, t=0: 0.50000
error ratio on halving size, through E2 and M1: 7.963
error ratio on halving size, one order further: 16.015
ELECTRON IN HARMONIC WELL
quantum along x: 1.0 eV
quantum along y: 3.0 eV
field amplitude: 1000 statV/cm
field amplitude converted: 2.997925e-03 V/angstrom
hbar c: 1973.2698 eV angstrom
electron rest energy: 510998.95 eV
matrix element X=<1|x|0>: 1.95192 angstrom
matrix element Y=<1|y|0>: 1.12694 angstrom
dipole transition photon: 3.0 eV
dipole formula e E0 Y: 3.37848 meV
dipole transition, full Coulomb: 3.37847 meV
second transition photon: 4.0 eV
second transition wave number k: 2.027092e-03 1/angstrom
k X: 3.956717e-03
E2 amplitude / i: 6.68385 micro-eV
M1 amplitude / i: 3.34192 micro-eV
E2+M1 sum / i: 10.02577 micro-eV
full Coulomb amplitude / i: 10.02569 micro-eV
full spatial-gauge amplitude / i: 10.02569 micro-eV
relative retardation remainder: -7.8278e-06
M1/E2 ratio: 0.5000
detuned photon for dipole transition: 2.0 eV
detuned Coulomb/spatial amplitude ratio: 1.50000
FLUX TUBE (dimensionless, peak B=1)
tube center x: 2.0; Gaussian width: 0.2
flux from Gaussian area: 0.251327
circulation, center x=2, radius 1.2: 0.251327
absolute circulation, center x=4, radius 0.8: 1.5e-10
A_y in shadow at x=4, y=0: 0.250663
absolute A_y opposite at x=-4, y=0: 1.9e-26
```
